\section*{Piezoelectric potential of a cuboidal zincblende dot: separating cutoff and cell errors}

\section{Definitions and conventions}

A cuboidal dot, centred at the origin, has edges $a_x,a_y,a_z$ along the cube axes of a zincblende matrix. Its half-edges are $h_i=a_i/2$, its volume is $V=a_xa_ya_z$, and its shape function $\chi(\mathbf r)$ is one inside and zero outside. The misfit is $m=(a_{\rm dot}-a_{\rm matrix})/a_{\rm matrix}$, formed with the two unstrained lattice constants. The displacement $\mathbf u$ and total strain $e_{ij}=(\partial_iu_j+\partial_ju_i)/2$ are measured from the matrix lattice. The elastic strain, measured from the local lattice, is $\eta_{ij}=e_{ij}-m\chi\delta_{ij}$.

The model is linear, and the elastic constants, the permittivity $\varepsilon$ and the piezoelectric coefficient $e_{14}$ are the same in dot and matrix. The polarization is
\begin{equation}
P_x=2e_{14}e_{yz},\quad P_y=2e_{14}e_{zx},\quad P_z=2e_{14}e_{xy}.
\end{equation}
Misfit adds no shear, so total and elastic shear strains coincide. Fourier transforms are $f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. In a cubic periodic cell of side $L$, aligned with the crystal, $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$. The $\mathbf k=0$ terms of total strain and potential are set to zero: the cell is clamped to the matrix lattice and has zero mean potential.

\section{From shape to potential}

The shape transform is a product of three elementary integrals,
\begin{equation}
\chi(\mathbf k)=\prod_i\int_{-h_i}^{h_i}e^{-ik_is}ds=\prod_i\frac{2\sin(k_ih_i)}{k_i}.
\end{equation}
The stress is $\sigma_{ij}=C_{ijkl}(e_{kl}-m\chi\delta_{kl})$. Cubic symmetry gives $C_{ijkl}\delta_{kl}=K\delta_{ij}$ with $K=C_{11}+2C_{12}$. Equilibrium, $\partial_j\sigma_{ij}=0$, becomes
\begin{equation}
C_{ijkl}k_jk_lu_k=-imKk_i\chi .
\end{equation}
For a cubic crystal the matrix on the left is diagonal plus a product of two vectors:
\begin{align}
C_{ijkl}k_jk_l&=D_i\delta_{ik}+b\,k_ik_k,\qquad b=C_{12}+C_{44},\\
D_i&=C_{44}k^2+(C_{11}-C_{12}-2C_{44})k_i^2 .
\end{align}
The equation therefore reads $D_iu_i=-k_i(imK\chi+b\,\mathbf k\cdot\mathbf u)$. Dividing by $D_i$, multiplying by $k_i$ and summing, with $S=\sum_ik_i^2/D_i$, gives
\begin{equation}
\mathbf k\cdot\mathbf u=-S(imK\chi+b\,\mathbf k\cdot\mathbf u)
\;\Rightarrow\;
\mathbf k\cdot\mathbf u=-\frac{imK\chi S}{1+bS}.
\end{equation}
Putting this back replaces the bracket by $imK\chi[1-bS/(1+bS)]=imK\chi/(1+bS)$, so
\begin{align}
u_i&=-\frac{imK\chi}{1+bS}\frac{k_i}{D_i},\\
e_{ij}&=\frac i2(k_iu_j+k_ju_i)=\frac{mK\chi}{1+bS}\frac{k_ik_j}{2}\left(\frac1{D_i}+\frac1{D_j}\right).
\end{align}

Without free charge, $\nabla\cdot(-\varepsilon\nabla\phi+\mathbf P)=0$, hence $\phi=-i\mathbf k\cdot\mathbf P/(\varepsilon k^2)$. In $\mathbf k\cdot\mathbf P$ each of the three terms carries $k_xk_yk_z$, and each $1/D_i$ appears twice, which cancels the half in $e_{ij}$. The result is
\begin{align}
\phi(\mathbf k)&=-2iP\,\chi(\mathbf k)\,k_xk_yk_z\,F(\mathbf k),\label{phi}\\
P&=\frac{e_{14}mK}{\varepsilon},\qquad
F=\frac{\sum_i1/D_i}{k^2(1+bS)} .
\end{align}
$F$ is even in each component and scales as $k^{-4}$.

The inverse sum is $\phi_L=L^{-3}\sum_{\mathbf k\ne0}\phi(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$. Since $\chi k_xk_yk_z=8\prod_i\sin(k_ih_i)$ is odd in each component, adding $\pm k_i$ gives a factor $2i\sin(k_ih_i)\sin(k_ir_i)$ for each axis. The prefactor is $(-2iP)(8)(2i)^3=-128P$, and
\begin{equation}
\phi_L(\mathbf r)=-\frac{128P}{L^3}\sum_{k_x,k_y,k_z>0}F(\mathbf k)\prod_i\sin(k_ih_i)\sin(k_ir_i).\label{sum}
\end{equation}

\section{What fails when only the cell is enlarged}

The naive convergence study keeps $N$ modes per axis, increases $L$, and watches the potential at a corner, where it is large. This changes two things at once, because the largest wavevector is $k_{\max}=2\pi N/L$.

To isolate the cutoff, multiply each term of (\ref{sum}) by
\begin{equation}
g(k)=\exp[-36(k/k_{\max})^8].
\end{equation}
At the corner $\mathbf r=(h_x,h_y,h_z)$ the sine product becomes $\prod_i\sin^2(k_ih_i)$, whose mean is $1/8$. Replacing it by this mean at large $k$, and the octant sum by $L^3/(2\pi)^3$ times one eighth of the integral over all $\mathbf k$, gives the leading error
\begin{align}
\phi_g-\phi&\simeq\frac{128P}{8\cdot8\,(2\pi)^3}\int F(1-g)\,d^3k\nonumber\\
&=\frac{P}{4\pi^3}\oint F(\mathbf n)\,d\Omega\int_0^\infty\frac{1-g(k)}{k^2}\,dk .
\end{align}
Here $\mathbf n$ is a unit vector. The substitution $k=k_{\max}q$ shows that the radial integral is proportional to $1/k_{\max}$. At fixed $N$ the corner's cutoff error thus grows in proportion to $L$: enlarging the cell eventually makes the corner worse.

The remedy is to hold $k_{\max}$ fixed while $L$ changes, so that $N$ grows with $L$. Differences between cells then contain the cell error alone. Away from the corners the cutoff matters much less. It acts as a convolution, and because $g=1+O(k^8)$, its kernel leaves polynomials below eighth degree unchanged; the potential is smooth there.

\section{A reference without a cell}

A difference between two cells does not give the error of either one. An isolated-dot solution does, and it follows from the same formula. Differentiating the box once along each axis leaves only its corners:
\begin{equation}
\partial_x\partial_y\partial_z\chi=\prod_i[\delta(r_i+h_i)-\delta(r_i-h_i)]=-\sum_cs_c\,\delta(\mathbf r-\mathbf r_c),
\end{equation}
where $s_c$ is the product of the signs of the three corner coordinates. The transform of the left side is $i^3k_xk_yk_z\chi=-ik_xk_yk_z\chi$, so (\ref{phi}) equals $2PF$ times that transform. Therefore
\begin{equation}
\phi_\infty(\mathbf r)=-2P\sum_cs_c\int\frac{d^3k}{(2\pi)^3}F(\mathbf k)\cos[\mathbf k\cdot(\mathbf r-\mathbf r_c)].
\end{equation}
Because $\sum_cs_c=0$, the cosine may be replaced by cosine minus one, which makes each radial integral finite: $\int_0^\infty(\cos ks-1)k^{-2}dk=-\pi|s|/2$. Hence
\begin{equation}
\phi_\infty(\mathbf r)=\frac{P}{8\pi^2}\sum_cs_c\oint F(\mathbf n)\,|\mathbf n\cdot(\mathbf r-\mathbf r_c)|\,d\Omega .\label{iso}
\end{equation}
Since $F$ is even, twice the integral over one hemisphere suffices, and with the polar axis along $\mathbf r-\mathbf r_c$ the integrand is smooth there. It needs neither a cell nor a wavevector cutoff.

For an isotropic medium, $C_{11}-C_{12}=2C_{44}$ and $D_i=C_{44}k^2$. Then $1+bS=C_{11}/C_{44}$ and $F=3/(C_{11}k^4)$. With $\oint|\mathbf n\cdot\mathbf r|d\Omega=2\pi r$,
\begin{equation}
\phi_\infty=\frac{3P}{4\pi C_{11}}\sum_cs_c|\mathbf r-\mathbf r_c| .\label{closed}
\end{equation}
Each corner carries a cusp, which is the real-space face of the slow $1/k_{\max}$ convergence.

Far from the dot the eight terms of (\ref{iso}) form a triple difference of a function of degree one in $r$. The potential then falls as $r^{-2}$, much more slowly than the $r^{-4}$ of a confined octupole. The reason is that the strain outside falls as $r^{-3}$ and itself carries a polarization charge falling as $r^{-4}$.

\section{The cell error and its coefficient}

A potential falling as $r^{-2}$ suggests poor convergence, since the number of images in a shell grows as $r^2$. Symmetry removes the dangerous terms. To see this, note that the cell error is the sum over $\mathbf k$ minus the corresponding integral. By Poisson summation this difference is the potential of the periodic images, and at their large distances only the non-analytic behaviour of the transform at small $\mathbf k$ counts. The summand may therefore be expanded. For small arguments,
\begin{equation}
\sin(k_ih_i)\sin(k_ir_i)=k_i^2h_ir_i\left[1-\alpha_ik_i^2+\beta_ik_i^4+\ldots\right],
\end{equation}
\begin{equation}
\alpha_i=\frac{h_i^2+r_i^2}{6},\qquad
\beta_i=\frac{h_i^4+r_i^4}{120}+\frac{h_i^2r_i^2}{36}.
\end{equation}
Use $h_xh_yh_z=V/8$, and extend the octant sum to all $\mathbf k$ with a factor $1/8$. The prefactor becomes $-128P/64=-2P$. The first summand, $k_x^2k_y^2k_z^2F$, has degree two, so setting $\mathbf k=2\pi\mathbf n/L$ brings out $(2\pi/L)^2$:
\begin{align}
\phi_L-\phi_\infty&=\frac{\kappa Vxyz}{L^5}+O(L^{-7}),\label{law}\\
\kappa&=-2P(2\pi)^2\,\mathcal R\!\left[n_x^2n_y^2n_z^2F(\mathbf n)\right],\\
\mathcal R[f]&=\lim_{\Lambda\to\infty}\left\{\sum_{\mathbf n}f(\mathbf n)g_\Lambda-\int f(\mathbf n)g_\Lambda\,d^3n\right\}.
\end{align}
Here $g_\Lambda=\exp[-36(n/\Lambda)^8]$ cuts off sum and integral alike. Each diverges as $\Lambda$ grows, but their difference is a sum over nonzero image positions and stays finite. The $L^{-7}$ term inserts $-\sum_i\alpha_ik_i^2$ into the summand; the $L^{-9}$ term inserts $\sum_i\beta_ik_i^4+\sum_{i<j}\alpha_i\alpha_jk_i^2k_j^2$.

The exponent five rests on the mirror planes $x=0$, $y=0$ and $z=0$, shared by the elastic response and the cell; the factor $Vxyz$ rests on those of the dot. Zincblende itself lacks these mirrors: its piezoelectric coupling changes sign under each, which is why the potential is odd. For a dot of another shape in the same medium and cell, expand $e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$ for each volume element at $\mathbf r'$. Only terms odd in every component survive, and the leading error is
\begin{equation}
\frac{\kappa}{L^5}\int\chi(\mathbf r')(x-x')(y-y')(z-z')\,d^3r' .
\end{equation}
If the cell does not share the mirror planes of the elastic response, this argument no longer excludes lower powers.

Diagonal strain lacks this protection. Its kernel is even and of degree zero, so the leading cell error is proportional to $V/L^3$. In the isotropic case the trace shows this directly: $\sum_ie_{ii}(\mathbf k)=(mK/C_{11})\chi(\mathbf k)$ for $\mathbf k\ne0$, and dropping $\mathbf k=0$ subtracts $(mK/C_{11})V/L^3$. A cell large enough for the potential may therefore still be too small for the deformation-potential shift of the band edges.

\section{Worked example}

The dot measures $12\times12\times6$ nm. The inputs are $m=0.02$, $e_{14}=-0.20\ {\rm C/m^2}$, relative permittivity $13$, and $(C_{11},C_{12},C_{44})=(120,54,60)$ GPa. With $K=120+2\times54=228$ GPa,
\begin{equation}
P=\frac{(-0.20)(0.02)(228)}{13\,(8.854\times10^{-12})}\ {\rm GPa\,V/m}\simeq-7.92\ {\rm GPa\,V/nm}.
\end{equation}

Equation (\ref{iso}) gives $43.5$ mV at the corner $(6,6,3)$ nm, which lowers an electron's energy there by $43.5$ meV. Neighbouring corners alternate in sign. Which four are positive depends on the sign of $e_{14}$, and so on how the axes are oriented relative to the cation--anion polarity of the crystal. On a grid covering one octant out to twice the half-edges, the largest magnitude was found at the corner. For comparison, hold $C_{11}$ and $C_{12}$ fixed and lower $C_{44}$ to the isotropic value, $33$ GPa. The signed distance sum in (\ref{closed}) is then
\begin{equation}
-12-12-6+16.97+2(13.42)-18\simeq-4.20\ {\rm nm},
\end{equation}
and the potential is $3(-7.92)(-4.20)/(4\pi\times120)\ {\rm V}\simeq66$ mV. The larger shear stiffness of the cubic medium thus lowers the corner potential by about a third. Between 150 and 300 nm along $[111]$ the cubic potential decays with exponent $1.996$, close to the predicted two.

With $k_{\max}=20\ {\rm nm^{-1}}$ the cutoff error at the corner is $-1.05$ mV. In a 24 nm cell, doubling $k_{\max}$ from 10 to 20 and again to 40 $\rm nm^{-1}$ gives successive changes in the ratio $2.000$, as $1/k_{\max}$ requires. The cell errors, with $k_{\max}$ held fixed, are as follows; the probe lies at $(3,3,1.5)$ nm, where $\phi_\infty=6.449$ mV. At the corner the cutoff error hides the small cell error of the largest cell, so the 72 nm corner entry is the three-term prediction of the previous section. The other corner entries add to it the computed differences from the 72 nm cell, and the cutoff error quoted above is what remains after subtracting it.

\begin{center}
\begin{tabular}{ccc}
$L$ (nm) & probe (mV) & corner (mV)\\
24 & $-0.337$ & $-3.17$\\
36 & $-0.0334$ & $-0.315$\\
48 & $-0.00684$ & $-0.0616$\\
72 & $-0.000793$ & $-0.00676$
\end{tabular}
\end{center}

At the corner, the cell error dominates at 24 nm and the cutoff error from 36 nm on. At 72 nm the cutoff error is about 155 times larger. For this dot and cutoff, a 36 nm cell leaves a total corner error of about $-1.05-0.31=-1.36$ mV, or 3\% of the isolated value. Further effort belongs in $k_{\max}$, or in evaluating the corner from (\ref{iso}).

The apparent exponents at the probe between successive cells of 24, 36, 48, 60 and 72 nm are $5.70$, $5.51$, $5.36$ and $5.26$. The coefficients explain why they exceed five. The isotropic medium has $\kappa=-0.767$ V/nm, the cubic one $-0.117$ V/nm, a ratio of $0.152$. Since $P$ is the same in both, the reduction comes entirely from the change in $F$. At 48 nm the leading cubic term is
\begin{equation}
\frac{(-0.1169)(864)(13.5)}{48^5}\ {\rm V}=-5.35\times10^{-3}\ {\rm mV}.
\end{equation}
The next two terms are $-1.52\times10^{-3}$ and $+0.04\times10^{-3}$ mV. Their sum, $-6.84\times10^{-3}$ mV, matches the measured error. The $L^{-7}$ term is still 28\% of the leading one here, and 13\% at 72 nm.

This limits simple extrapolation. Eliminating a pure $L^{-5}$ term between the 24 and 36 nm cells, with $(36/24)^5=7.59$, leaves
\begin{equation}
\frac{7.59(-0.0334)-(-0.337)}{7.59-1}\simeq+0.013\ {\rm mV}.
\end{equation}
That improves on the 36 nm result by a factor of less than three. Subtracting the predicted terms is better once the series has settled.

In the isotropic medium, an explicit sum over images at 48 nm gives $-0.03365$ mV, the same as the Fourier calculation. The trace of the centre strain in the cubic medium is $0.03219$, $0.03229$ and $0.03233$ at 48, 60 and 72 nm. The ratio of successive changes is $2.253$, against $2.262$ for a pure $L^{-3}$ law.

\section{Electronic consequence and real dots}

The potential is odd in each coordinate. A bound state whose density is even in any one of them has no first-order energy shift from it. The potential can couple two states only when the product of their envelopes has a part odd in $x$, $y$ and $z$ together. These statements rest on the mirror symmetry of the dot and of the elastic response; the quadratic term below keeps the same parity.

The parameters are rough values for an InGaAs dot with about 30\% indium in GaAs. A sharp, uniform cuboid is an idealization: grown dots have other shapes and graded composition. Smoothing the interface with a Gaussian of standard deviation 0.6 nm lowers the potential at the grid point nearest the corner, about $(5.93,5.93,2.96)$ nm, from $42.2$ mV for the sharp dot to $34.4$ mV; the largest smoothed magnitude, about $36$ mV, lies at another point. Apart from this smoothing, the largest of the neglected effects that were sized is quadratic piezoelectricity,
\begin{equation}
P_x^{(2)}=2e_{yz}[B_{114}\eta_{xx}+B_{124}(\eta_{yy}+\eta_{zz})]+4B_{156}e_{xy}e_{xz},
\end{equation}
and cyclic permutations. With rough coefficients $(B_{114},B_{124},B_{156})=(-0.5,-4.0,-0.4)\ {\rm C/m^2}$, it lowers the smoothed value at that point from $34.4$ to $27.4$ mV, by 20\%, and the largest magnitude from about $36$ to about $31$ mV, by 15\%. The smoothed values here and below are for a 48 nm cell; a 72 nm cell raises them by about $0.05$ mV, or $0.12$ mV with the quadratic term. The local effect can be stronger. At the dot centre $\eta_{xx}=\eta_{yy}=-0.0150$ and $\eta_{zz}=0.0023$, so the coefficient multiplying $2e_{xy}$ in $P_z$ changes from $-0.20$ to
\begin{equation}
-0.20-0.5(0.0023)-4.0(-0.0299)\simeq-0.08\ {\rm C/m^2}.
\end{equation}
For a fixed shape the quadratic correction, relative to the linear potential, grows in proportion to $m$. The linear result should therefore not be carried over to strongly mismatched dots.

The other estimates are smaller here. Giving the dot its own rough $e_{14}$ lowers the smoothed value to $32.7$ mV, by 5\%. Using composition-averaged elastic constants everywhere changes the sharp-corner value by $0.5$\%; this tests the choice of uniform constants, not the elastic contrast between dot and matrix, which the model omits. Giving only the dot these averaged constants lowers the smoothed value by about 2\%. The dot's permittivity exceeds the matrix value by about 5\%, which suggests a correction of at most similar size. The electromechanical coupling ratio $e_{14}^2/(\varepsilon C_{44})$ is $0.6$\%. A surface 30 nm above the dot centre, represented by a unit-strength image dot, contributes about $0.05$ mV; this rough figure omits the elastic relaxation of a free surface and its polarization charge, so it does not bound the full surface effect. At 300 K and $10^{15}\ {\rm cm^{-3}}$ carriers the Debye length is 136 nm, well above the dot size, so background screening is weak near the dot. Heavier doping or charge stored in the dot would need a self-consistent treatment. The complete numerical output follows.

\section*{Computed values}
\begin{verbatim}
Model regime: InGaAs dot in GaAs, rough typical inputs
Dot edges (nm): 12.0 12.0 6.0 ; indium fraction: 0.3
Misfit strain: 0.02 ; e14 (C/m2): -0.2 ; eps_r: 13.0
Matrix C11, C12, C44 (GPa): 120.0 54.0 60.0
Isotropic test C11, C12, C44 (GPa): 120.0 54.0 33.0
Probe position (nm): 3.0 3.0 1.5
Isolated probe potential (mV): 6.44866
Isolated corner potential (mV): 43.4757
Electron energy at that corner (meV): -43.4757
Far-field decay exponent: 1.9961
L=24 nm: cell error probe, corner (mV): -3.3739e-01, -3.1743e+00
L=36 nm: cell error probe, corner (mV): -3.3394e-02, -3.1495e-01
L=48 nm: cell error probe, corner (mV): -6.8353e-03, -6.1582e-02
L=60 nm: cell error probe, corner (mV): -2.0678e-03, -1.8027e-02
L=72 nm: cell error probe, corner (mV): -7.9284e-04, -6.7624e-03
Cubic apparent exponents, successive L: 5.704 5.514 5.358 5.258
L=48 nm predicted L^-5,L^-7,L^-9 terms, probe (mV): -5.351e-03, -1.524e-03, 3.608e-05
L=72 nm predicted L^-5,L^-7,L^-9 terms, probe (mV): -7.046e-04, -8.920e-05, 9.386e-07
kappa, isotropic and cubic (V/nm): -0.76708, -0.11689
kappa ratio, cubic/isotropic: 0.1524
Isotropic exponent, L=48 to 60 nm: 4.9302
Isotropic L=48 nm error, Fourier (mV): -0.033653
Isotropic L=48 nm error, images (mV): -0.033653
Cutoff kmax (1/nm): 20.0
Corner cutoff error (mV): -1.0485
Cutoff-difference ratio, expected 2: 2.0000
Centre strain trace, L=48,60,72 nm: 0.032194 0.03229 0.032333
Strain-difference ratio: 2.2533
Ratio expected for L^-3: 2.2624
Isotropic centre e_zz, Fourier: 0.022432
Isotropic centre e_zz, solid angle: 0.022433
Elastic centre strain xx,yy,zz: -0.01495 -0.01495 0.0023
Sizes of neglected effects:
Quadratic B114,B124,B156 (C/m2): -0.5 -4.0 -0.4
Grid cell, spacing, blur (nm): 48.0, 0.5926, 0.6
Blurred near-corner potential, linear (mV): 34.363
Same point, with quadratic term (mV): 27.387
Largest |potential|, linear (mV): 35.923
Largest |potential|, with quadratic (mV): 30.649
Near-corner potential, e14 contrast (mV): 32.744
InAs C11,C12,C44 (GPa): 83.0 45.0 40.0 ; e14 (C/m2): -0.1
Corner potential, mixed elastic constants (mV): 43.689
InAs eps_r: 15.0; dot permittivity excess (%): 4.62
Electromechanical back-coupling ratio (%): 0.579
Surface depth (nm): 30.0; image estimate (mV): 0.0467
Largest linear blurred field (MV/cm): 0.1360
Temperature (K): 300.0; carriers (cm^-3): 1.0e+15
Debye length (nm): 136.28
Thermal energy (meV): 25.852
\end{verbatim}
